# Why Semilocal Functionals Over-Polarize Chains of Hydrogen Molecules

**Q.** I compute the polarizability of a row of hydrogen molecules along its axis. Local-density and gradient-corrected functionals give far larger values than Hartree-Fock once the row is long. What exactly should be compared?

**A.** Take $N$ molecules on the $z$ axis, with 2.0 bohr between the atoms of a molecule and 3.0 bohr between neighbouring molecules, so the period is 5.0 bohr. The nuclei are clamped. I use atomic units and the small 6-31G basis. The Hartree-Fock and Kohn-Sham calculations are closed-shell: each occupied orbital holds two electrons.

A static field adds $+Fz$ to each electron's Hamiltonian, so for $F>0$ electrons move towards $-z$. If $\delta n$ is the first-order density change, the longitudinal polarizability is

$$\alpha=-\frac1F\int z\,\delta n\,d^3r .$$

It is positive because the electrons' centre of charge moves towards $-z$, which makes $\int z\,\delta n\,d^3r$ negative for $F>0$.

Let LDAx be the local-density approximation with exchange alone. CCSD is coupled cluster with single and double excitations, which starts from the Hartree-Fock determinant and adds correlation. In bohr³:

| $N$ | HF | LDAx | PBE | CCSD |
|---|---|---|---|---|
| 1 | 11.5 | 10.9 | 10.6 | 9.2 |
| 2 | 30.8 | 34.3 | 32.6 | 24.3 |
| 4 | 80.8 | 109.9 | 101.4 | 61.8 |
| 6 | 135.6 | 206.1 | 186.3 | 101.9 |
| 8 | 191.7 | 310.6 | 277.2 | – |

For one molecule the semilocal values lie below Hartree-Fock. That order belongs to the small basis: in the larger aug-cc-pVTZ basis, which has diffuse and polarization functions, LDAx lies about 10% above Hartree-Fock for one molecule, and PBE about level with it. Diffuse functions alone (6-31++G) put LDAx 4% above Hartree-Fock and leave PBE 4% below. In 6-31G the ratio LDAx/HF rises from 0.95 at $N=1$ to 1.62 at $N=8$, and PBE/HF from 0.92 to 1.45.

**Q.** Is Hartree-Fock the right yardstick?

**A.** It isolates exchange, but it is not the correct answer. At $N=6$ it lies $135.6/101.9-1=33\%$ above CCSD, while LDAx lies 102% and PBE 83% above. Between $N=1$ and $N=6$ the Hartree-Fock excess over CCSD grows slowly, from 25% to 33%. The LDAx excess grows from 18% to 102%.

CCSD is itself a reference within this basis: it omits connected triple and higher excitations. At $N=3$ it gives 42.4 bohr³ against 42.8 for full configuration interaction, 1% low. Basis incompleteness remains in both. Adding polarization functions at $N=4$ changes LDAx/HF from 1.36 to 1.39, so the excess is not produced by their absence.

**Q.** Could the fault lie in correlation rather than exchange?

**A.** At $N=6$, adding local correlation to LDAx lowers $\alpha$ from 206.1 to 199.3 bohr³. That is a change of 6.8, against an excess over Hartree-Fock of $206.1-135.6=70.6$ bohr³ before rounding. The excess is already there with exchange alone.

**Q.** Then can I compare the exchange terms in the two response equations?

**A.** Not directly. Let $i,j$ label occupied orbitals and $a,b$ empty ones, all real. The field mixes them:

$$\phi_i\to\phi_i+F\sum_a X_{ia}\phi_a .$$

With two electrons per occupied orbital, and two equal cross terms in each square,

$$\delta n=4F\sum_{ia}X_{ia}\phi_i\phi_a .$$

First-order perturbation theory gives $(\varepsilon_a-\varepsilon_i)FX_{ia}=-\langle a|\delta f|i\rangle$, where $\delta f$ is the whole change of the one-electron operator. Write $h_{ia}=\langle i|z|a\rangle$ and

$$(pq|rs)=\iint\frac{\phi_p(\mathbf r)\phi_q(\mathbf r)\phi_r(\mathbf r')\phi_s(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r'.$$

The Hartree part of $\langle a|\delta f|i\rangle$ is $4F\sum_{jb}(ia|jb)X_{jb}$. The Hartree-Fock exchange operator is

$$(v_{\rm NL}\psi)(\mathbf r)=-\sum_j\phi_j(\mathbf r)\int\frac{\phi_j(\mathbf r')\psi(\mathbf r')}{|\mathbf r-\mathbf r'|}d^3r' .$$

Varying each of its two factors $\phi_j$ in turn gives $-F\sum_{jb}[(ij|ab)+(ib|ja)]X_{jb}$. Collecting terms, $MX=-h$ with

$$M_{ia,jb}=(\varepsilon_a-\varepsilon_i)\delta_{ij}\delta_{ab}+4(ia|jb)-(ij|ab)-(ib|ja).$$

Inserting $\delta n$ into the definition of $\alpha$ gives

$$\alpha=-4\sum_{ia}h_{ia}X_{ia}=4\,h^{T}M^{-1}h .$$

At $N=6$ the orbital-energy differences alone give 80.9 bohr³ in Hartree-Fock. The Hartree term reduces this to 60.3, and exchange raises it to 135.5. For LDAx the same sequence is 318.4, 183.3 and 206.1. The exchange response raises $\alpha$ by more in Hartree-Fock than in LDAx, which seems to contradict the excess you found.

**Q.** How is that contradiction resolved?

**A.** The two sets of orbital energies mean different things. One molecule shows this in closed form. It has one occupied orbital $i$, and the Hartree-Fock operator between empty orbitals is

$$f_{ab}=t_{ab}+2(ii|ab)-(ia|ib),$$

where $t$ contains kinetic energy and nuclear attraction. In the canonical basis $f_{ab}=\varepsilon_a\delta_{ab}$, so

$$\begin{aligned}
M_{ab}&=f_{ab}-\varepsilon_i\delta_{ab}+4(ia|ib)-(ii|ab)-(ia|ib)\\
&=t_{ab}+(ii|ab)-\varepsilon_i\delta_{ab}+2(ia|ib).
\end{aligned}$$

The coefficient of $(ia|ib)$ is $-1+4-1=2$.

Now describe the same exchange by a multiplicative potential. For two electrons in one orbital it is $v_x=-v_H/2$, with $v_H$ the Hartree potential. The Kohn-Sham operator between empty orbitals is then $t_{ab}+(ii|ab)$, and $\varepsilon_i=t_{ii}+(ii|ii)$ is the same as in Hartree-Fock. The total interaction response is half the Hartree response, $2(ia|ib)$. The matrix $M$ is therefore identical.

What Hartree-Fock counts as a large gap plus a strongly favourable exchange response, the local description counts as a smaller gap plus a weaker response. At $N=6$ the Hartree-Fock gap is 0.485 hartree and the LDAx gap 0.167 hartree. A fair comparison must first turn exact exchange into a local potential for the chain.

**Q.** How do you do that for more than one molecule?

**A.** I use localized Hartree-Fock, written LHF. Its assumption is that the Hartree-Fock and Kohn-Sham determinants are the same. Their densities then agree, so the external and Hartree potentials cancel in the difference of the two one-electron operators, leaving $v_x-v_{\rm NL}$. Both operators map the occupied space into itself, and so does their difference:

$$(v_x-v_{\rm NL})\phi_i=\sum_j Q_{ji}\phi_j,\qquad Q_{ji}=\langle j|v_x-v_{\rm NL}|i\rangle .$$

Multiply by $\phi_i$, sum over $i$, and divide by $\rho=\sum_i\phi_i^2=n/2$:

$$v_x=\underbrace{\frac1\rho\sum_i\phi_i\,v_{\rm NL}\phi_i}_{v_S}+\frac1\rho\sum_{ij}Q_{ij}\phi_i\phi_j .$$

The first term is the Slater part, the second the orbital-shift part. Taking matrix elements and subtracting those of $v_{\rm NL}$ gives a linear equation for the shifts:

$$Q_{ij}-\sum_{kl}A_{ij,kl}Q_{kl}=\langle i|v_S-v_{\rm NL}|j\rangle,\qquad
A_{ij,kl}=\int\frac{\phi_i\phi_j\phi_k\phi_l}{\rho}\,d^3r .$$

A common shift $Q_{ij}=c\,\delta_{ij}$ drops out, since $\sum_kA_{ij,kk}=\int\phi_i\phi_j\,d^3r=\delta_{ij}$. It adds a constant to $v_x$ and has no effect on the density.

In general a local potential cannot reproduce the Hartree-Fock determinant exactly, so for a chain this is an approximation to the best local exact-exchange potential. For one molecule it reduces to $-v_H/2$ plus a constant, and LHF and Hartree-Fock both give 11.52 bohr³. At $N=6$ LHF gives 146.8, between Hartree-Fock at 135.6 and LDAx at 206.1.

**Q.** What can this potential do that a semilocal one cannot?

**A.** It can shift one whole molecule relative to the next. To see how, use orbitals localized on molecules, drop the off-diagonal $Q_{ij}$, and keep each orbital's exchange with itself:

$$v_{\rm NL}\phi_k\approx-w_k\phi_k,\qquad w_k(\mathbf r)=\int\frac{\phi_k^2(\mathbf r')}{|\mathbf r-\mathbf r'|}d^3r' .$$

Then $v_x\approx\sum_k(\phi_k^2/\rho)(Q_k-w_k)$. The definition $Q_i=\langle i|v_x+w_i|i\rangle$, together with $\sum_k\phi_k^2/\rho=1$, gives

$$\sum_k\int g_{ik}\,[(Q_k-w_k)-(Q_i-w_i)]\,d^3r=0,\qquad g_{ik}=\frac{\phi_i^2\phi_k^2}{\rho}.$$

Keep overlaps between nearest neighbours. The end molecule has one link, so the integral over that link vanishes. The next molecule's equation then makes the second link vanish, and so on along the chain. Hence

$$Q_{k+1}-Q_k=\frac{\int g_{k,k+1}(w_{k+1}-w_k)\,d^3r}{\int g_{k,k+1}\,d^3r}.$$

The shift between neighbours is set where their orbitals overlap. Deep inside a long chain, and without a field, $w_{k+1}-w_k$ is odd about the middle of the gap and $g$ is even, so there is no step. A field breaks that symmetry. The links there are equivalent, so their steps are equal and add up to a staircase. Near the ends the links differ, and so do the steps.

**Q.** Does the staircase have to oppose the field?

**A.** Inspecting this reduced formula does not settle the sign, because it contains two competing changes. Electrons of the right-hand molecule move towards the gap and those of the left-hand molecule move away from it. Thus $\delta w_{k+1}>0$ and $\delta w_k<0$ there, which gives a step that aids the field.

The overlap weight also changes. With $a=\phi_k^2$ and $b=\phi_{k+1}^2$, $g=ab/(a+b)$ and

$$\delta g=\frac{b^2\,\delta a+a^2\,\delta b}{(a+b)^2}.$$

In the gap $\delta a<0$ and $\delta b>0$. Nearer the left molecule $a>b$, so for changes of similar size $\delta g>0$; nearer the right one $\delta g<0$. The weight moves left, where $w_{k+1}-w_k<0$, and this gives an opposing step.

The sign comes from solving the full equation, off-diagonal shifts included. I applied both exchange potentials to the same Hartree-Fock density change at $N=6$ and averaged their responses over each molecule, weighted by density. Per unit field, in bohr, from the left end to the centre:

- LHF: 3.41, 2.23, 0.76
- LDAx: −0.071, −0.016, −0.004

The right half has the opposite signs. The applied potential per unit field is $z$, which is −12.5, −7.5 and −2.5 bohr at the same centres, so the LHF response opposes it. From the end to the centre its steps are 1.19, 1.47 and 1.52 bohr: unequal in so short a chain, but levelling off inwards. The central step, over a distance of 5 bohr, is 0.30 of the applied slope. A straight-line fit to all six molecules gives −0.280: +0.006 from the Slater part and −0.286 from the orbital shifts. In the reduced formula, with orbitals localized by diagonalizing $z$ among the occupied ones, the change of $w$ adds about $+1.5$ bohr to the central step $Q_{k+1}-Q_k$ and the displaced overlap weight about $-4.0$. The weight wins and sets the opposing sign. The sum, $-2.5$, overstates the $-1.5$ of the full equation, so the reduced formula gives the sign but not the size.

**Q.** Why is the LDAx response so flat?

**A.** Its exchange potential and the derivative of that potential are

$$v_x=-\left(\frac{3n}{\pi}\right)^{1/3},\qquad
\delta v_x=f_x\,\delta n,\qquad f_x=\frac{v_x}{3n}<0 .$$

Deep inside a long insulating chain, $\delta n$ repeats from cell to cell. The change $\delta v_x$ therefore repeats too. About the centre of each molecule $\delta n$ is odd while the unperturbed density is even, so the density-weighted average of $\delta v_x$ vanishes. No staircase can form there.

The same argument holds for a gradient-corrected functional such as PBE, because its potential at a point depends on the density and its derivatives at that point. The small LDAx averages above are largest at the ends, where the repetition fails. Their fitted slope is +0.005, slightly with the field.

**Q.** How much of the excess comes from this missing response?

**A.** Keep the unperturbed LDAx orbitals and energies, and replace the exchange response by that of LHF. Let $L$ label ordinary LDAx and $S$ the swapped calculation. With $\chi_s$ the response of independent electrons in the unperturbed LDAx potential and $f_H$ the Hartree kernel,

$$\delta n_L=\chi_s[Fz+(f_H+f_x)\delta n_L],$$
$$\delta n_S=\chi_s[Fz+(f_H+f_x)\delta n_S+\Delta v].$$

Here $\Delta v=\delta v_x^{\rm LHF}-\delta v_x^{\rm LDAx}$, with both responses taken for the swapped change. Subtract the equations and solve for the difference:

$$\delta n_S-\delta n_L=\chi_L\Delta v,\qquad \chi_L=[1-\chi_s(f_H+f_x)]^{-1}\chi_s .$$

The first equation also says $\delta n_L=\chi_LFz$. Since $\chi_L$ is symmetric,

$$\alpha_S-\alpha_L=-\frac1F\int z\,\chi_L\Delta v\,d^3r=-\frac1{F^2}\int\delta n_L\,\Delta v\,d^3r .$$

At $N=6$ the work integral $\int\delta n_L\,\delta v_x\,d^3r/F^2$ is −32.55 bohr³ for LDAx and −5.30 bohr³ for LHF. The predicted change is $-[-5.30-(-32.55)]=-27.3$ bohr³. Separate self-consistent calculations in the field also give −27.3, taking $\alpha$ from 206.1 to 178.9.

The LHF work is still negative. Exact exchange favours polarization within a molecule, as the response $-\tfrac12f_H$ of the single molecule shows, while its staircase resists transfer between molecules. With the response taken for the swapped change, their sum is the small negative value above. Taken for the larger LDAx change, the sum is positive: the staircase then wins, and exact exchange opposes that change as a whole.

**Q.** So the missing response is not the whole explanation?

**A.** No, it is the smaller part. Going from LDAx to Hartree-Fock at $N=6$, the excess of 70.6 bohr³ divides as follows:

- Replacing the exchange response removes 27.3, or 39%.
- Replacing the unperturbed exchange potential as well, which leads to LHF, removes $178.9-146.8=32.0$ before rounding, or 45%.
- The remaining $146.8-135.6=11.3$, before rounding, or 16%, separates LHF from Hartree-Fock.

The second piece reflects an unperturbed LDAx chain that is too easily polarized, although the LHF response also changes when it is built from different orbitals. The third contains the equal-determinant approximation and any true difference between local and nonlocal exact exchange. The shares depend on the order: replacing the unperturbed potential first gives it a larger share and the response a smaller one.

**Q.** Does the missing response at least explain the growth with length?

**A.** Only in part. With the response replaced, the ratio to Hartree-Fock still grows: 1.05, 1.14, 1.26 and 1.32 for $N=1$, 2, 4 and 6. For LDAx it is 0.95, 1.11, 1.36 and 1.52. The replacement slows the growth without stopping it.

In this basis its effect also changes sign. It raises $\alpha$ from 10.9 to 12.0 bohr³ at $N=1$ and from 34.3 to 35.1 at $N=2$, then lowers it from 109.9 to 101.4 at $N=4$ and by 27.3 at $N=6$. One molecule has no neighbour to shift against, so only the response within it is replaced.

**Q.** What happens for a very long chain, or for molecules pulled far apart?

**A.** In a long chain that stays insulating, each added molecule eventually contributes a constant amount, so the ratio of two methods levels off. Hartree-Fock is close to that regime: the added $\alpha$ per molecule is 27.4 bohr³ from $N=4$ to 6 and 28.1 from 6 to 8. For LDAx it is 48.1 and then 52.3, still rising. The last pair gives a ratio of $52.3/28.1=1.86$, which is not yet the limiting value.

If instead the gaps between molecules become very large, transfer and mutual polarization die out and $\alpha\to N\alpha_1$, where $\alpha_1$ is the value for one molecule. LDAx/HF then returns to its one-molecule value, which is 0.95 in this basis and about 1.1 in aug-cc-pVTZ. It is the growth of the ratio with length that requires coupled molecules.

**Q.** What may I carry over to a real material?

**A.** The mechanisms, with care, but not the numbers. This chain is a model of bond alternation. A free hydrogen molecule has a bond of roughly 1.4 bohr, so 2.0 is strongly stretched, and a gap of 3.0 bohr is much shorter than the spacing of weakly bound molecules. Spacing matters greatly: at $N=6$, LDAx/HF is 1.52 here and would fall to its one-molecule value, 0.95 in this basis, at infinite separation. Conjugated polymers share the alternation and the electron transfer along the chain, but they can also have side groups, twists and neighbouring chains, and their nuclei move. I have not calculated how far those change the ratio. For long, well-coupled insulating chains, a semilocal polarizability should be checked against a method with nonlocal exchange and, where affordable, correlation.

**Q.** Which values would you quote for six molecules?

**A.** In this basis, 20.1 Å³ from Hartree-Fock, 30.5 Å³ from LDAx, 27.6 Å³ from PBE and 15.1 Å³ from CCSD. All four belong to this model geometry and this small basis.

## Calculated quantities

```
Distances in bohr: bond 2.0, between molecules 3.0
Fields in a.u.: dipole 0.0005, energy 0.0020
Basis 6-31G; alpha in bohr^3 unless stated
N, alpha HF, LDAx, PBE, ratio LDAx/HF, ratio PBE/HF
1     11.52     10.90     10.58   0.946   0.918
2     30.80     34.27     32.57   1.113   1.057
4     80.76    109.93    101.43   1.361   1.256
6    135.56    206.12    186.33   1.521   1.375
8    191.67    310.61    277.15   1.621   1.446
N, alpha CCSD, LHF, swapped response
1      9.21     11.52     12.04
2     24.32     31.64     35.13
4     61.80     85.93    101.36
6    101.93    146.83    178.85
Added alpha per molecule, N=6 to 8: HF 28.06, LDAx 52.25, PBE 45.41
N=3 reference check: CCSD 42.436, full CI 42.847
N=4 in 6-31G**: HF 80.45, LDAx 111.49, ratio 1.386
N=6 LDA with VWN correlation: 199.34
N=6 gaps in hartree: HF 0.4846, LDAx 0.1668
N=6 HF response: bare 80.87, +Hartree 60.31, +exchange 135.54
N=6 LDAx response: bare 318.38, +Hartree 183.29, +exchange 206.12
N=6 exchange response per field, molecule means in bohr:
 centres (bohr): -12.5 -7.5 -2.5 2.5 7.5 12.5
 LHF : 3.4139 2.2264 0.7595 -0.7594 -2.2264 -3.4139
 LDAx: -0.0712 -0.0161 -0.0037 0.0037 0.0161 0.0712
Slopes relative to applied field (dimensionless):
 LHF -0.28009 = Slater part 0.00602 + orbital-shift part -0.28611
 LDAx 0.00466
N=6 exchange work / F^2 (bohr^3): LDAx -32.55, LHF -5.30
N=6 alpha change on swap: direct -27.27, from work -27.26
N=6 share of LDAx-HF excess removed by swap: 38.6 percent
N=6 in cubic angstrom: HF 20.09, LDAx 30.54, PBE 27.61, CCSD 15.10
```
